# An Avrami exponent of three does not prove three-dimensional silicide growth: verification in Python

```python
"""Result under test: an Avrami exponent of three has no unique growth dimension.
Spheres: N nuclei per volume, all present at time zero, radial speed v.
Discs: nucleation rate J per untransformed area and time, radial speed u.
Both give X(t) = 1 - exp(-(k t)^3) when J u^2 = 4 N v^3.
X is the transformed fraction; extended fraction means -ln(1-X).
Internal units: nm, s, K, eV. Random-nuclei simulations use arrival times only.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge, zero_Celsius
from scipy.integrate import quad
from scipy.spatial import cKDTree
from scipy.special import gamma

rng = np.random.default_rng(20)
KB = k_joule / charge
T0 = 700.0 + zero_Celsius
h = 100.0                 # film thickness
J = 0.01e-6               # nucleation rate per nm^2 per s
u = 10.0                  # disc growth speed
N = 1.0e-4                # sphere nuclei per nm^3
v = (J * u**2 / (4 * N)) ** (1 / 3)
k = (np.pi * J * u**2 / 3) ** (1 / 3)


def ideal(t):
    return -np.expm1(-(k * t) ** 3)


def time_at(fraction):
    return (-np.log1p(-fraction)) ** (1 / 3) / k


t_fit = np.geomspace(time_at(0.1), time_at(0.9), 25)
t_half = time_at(0.5)


def fitted_exponent(fraction):
    return np.polyfit(np.log(t_fit), np.log(-np.log1p(-fraction)), 1)[0]


def fraction_from_arrivals(arrivals, times):
    return np.searchsorted(np.sort(arrivals), times, side="right") / len(arrivals)


# Finite-film formulas, averaged over depth.
def film_spheres(t, density, speed, thickness):
    z = (np.arange(400) + 0.5) * thickness / 400
    R = speed * np.asarray(t)[:, None]
    up, down = np.minimum(R, thickness - z), np.minimum(R, z)
    volume = np.pi * (R**2 * (up + down) - (up**3 + down**3) / 3)
    return 1 - np.exp(-density * volume).mean(axis=1)


def film_caps(t, thickness):
    z = (np.arange(400) + 0.5) * thickness / 400
    tt = np.asarray(t)[:, None]
    ext = np.pi * J * (u**2 * tt**3 / 3 - z**2 * tt + 2 * z**3 / (3 * u))
    return 1 - np.exp(-np.where(z < u * tt, ext, 0.0)).mean(axis=1)


# Simulation of spheres: nearest-nucleus distance divided by speed.
def simulate_spheres(thickness=None):
    count, samples = 20000, 40000
    if thickness is None:
        side = (count / N) ** (1 / 3)
        size, period = np.array([side] * 3), np.array([side] * 3)
    else:
        side = np.sqrt(count / (N * thickness))
        size = np.array([side, side, thickness])
        period = np.array([side, side, 1e9])   # no neighbour images in depth
    tree = cKDTree(rng.random((count, 3)) * size, boxsize=period)
    distance, _ = tree.query(rng.random((samples, 3)) * size)
    return distance / v


# Simulation of discs or caps: earliest arrival from nuclei with random births.
def earliest_arrival(points, depth, nuclei, births, side):
    result = np.empty(len(points))
    for start in range(0, len(points), 500):
        part = slice(start, start + 500)
        r2 = depth[part, None] ** 2
        for axis in range(2):
            d = np.abs(points[part, axis][:, None] - nuclei[:, axis])
            d = np.minimum(d, side - d)
            r2 = r2 + d * d
        result[part] = (births + np.sqrt(r2) / u).min(axis=1)
    return result


side, t_max, boxes, samples, thick_test = 40000.0, 220.0, 4, 4000, 600.0
disc_arrivals, cap_arrivals, real_births = [], [], []
for _ in range(boxes):
    count = rng.poisson(J * side**2 * t_max)
    nuclei = rng.random((count, 2)) * side
    births = rng.random(count) * t_max
    points = rng.random((samples, 2)) * side
    flat = np.zeros(samples)
    deep = rng.random(samples) * thick_test
    disc_arrivals.append(earliest_arrival(points, flat, nuclei, births, side))
    cap_arrivals.append(earliest_arrival(points, deep, nuclei, births, side))
    own = earliest_arrival(nuclei, np.zeros(count), nuclei, births, side)
    real_births.append(births[own >= births - 1e-9])
disc_arrivals = np.concatenate(disc_arrivals)
cap_arrivals = np.concatenate(cap_arrivals)
real_births = np.concatenate(real_births)
sphere_arrivals = simulate_spheres()

sim_A = fraction_from_arrivals(sphere_arrivals, t_fit)
sim_B = fraction_from_arrivals(disc_arrivals, t_fit)
assert np.max(np.abs(sim_A - ideal(t_fit))) < 0.015   # sampling noise
assert np.max(np.abs(sim_B - ideal(t_fit))) < 0.03    # fewer grains, more noise
n_A, n_B = fitted_exponent(sim_A), fitted_exponent(sim_B)
assert abs(n_A - 3) < 0.1 and abs(n_B - 3) < 0.15

# Finite-film formulas against simulations in which the film effect is large.
thin = 20.0
sim_thin = fraction_from_arrivals(simulate_spheres(thin), t_fit)
assert np.max(np.abs(sim_thin - film_spheres(t_fit, N, v, thin))) < 0.015
assert np.max(np.abs(sim_thin - ideal(t_fit))) > 0.05
sim_caps = fraction_from_arrivals(cap_arrivals, t_fit)
assert np.max(np.abs(sim_caps - film_caps(t_fit, thick_test))) < 0.03
assert np.max(np.abs(sim_caps - ideal(t_fit))) > 0.05

# Grain count: only nuclei born in untransformed area are real.
grains_B = J * gamma(4 / 3) / k
sim_grains = len(real_births) / (boxes * side**2)
assert abs(sim_grains / grains_B - 1) < 0.05


def grain_share(t):
    return quad(lambda x: J * np.exp(-(k * x) ** 3), 0, t)[0] / grains_B


share10, share50 = grain_share(time_at(0.1)), grain_share(t_half)
for t, share in ((time_at(0.1), share10), (t_half, share50)):
    assert abs(np.mean(real_births <= t) - share) < 0.03


# Thermal histories: temperature is constant within each small time cell.
def arrhenius(E, T):
    return np.exp(-E / KB * (1 / T - 1 / T0))


def extended_spheres(dt, T, E_v):
    return 4 * np.pi / 3 * N * np.sum(v * arrhenius(E_v, T) * dt) ** 3


def extended_discs(dt, T, E_J, E_u):
    growth = u * arrhenius(E_u, T) * dt
    reach = growth.sum() - np.cumsum(growth) + growth / 2
    return np.pi * np.sum(J * arrhenius(E_J, T) * reach**2 * dt)


E_v, E_J, E_u = 4.5, 6.5, 3.5
cells = 4000
for celsius in (660.0, 700.0, 740.0):
    T = np.full(cells, celsius + zero_Celsius)
    dt = np.full(cells, 80.0 / cells)
    a, b = extended_spheres(dt, T, E_v), extended_discs(dt, T, E_J, E_u)
    assert abs(a / b - 1) < 1e-6
phase = (np.arange(cells) + 0.5) / cells
T = T0 - 30 + 50 * phase + 20 * np.sin(9 * phase)
dt = np.full(cells, 100.0 / cells)
same_A = extended_spheres(dt, T, E_v)
same_B = extended_discs(dt, T, E_v, E_v)
assert abs(same_A / same_B - 1) < 1e-6
assert abs(extended_discs(dt, T, E_J, E_u) / same_A - 1) > 0.01

s = 0.4


def two_step(first, second):
    temps = np.array([first, second]) + zero_Celsius
    durations = s / (k * arrhenius(E_v, temps))
    T = np.repeat(temps, cells)
    dt = np.repeat(durations / cells, cells)
    a, b = extended_spheres(dt, T, E_v), extended_discs(dt, T, E_J, E_u)
    relative = arrhenius(E_u - E_v, temps)
    rho = relative[1] / relative[0]
    assert abs(b / (s**3 * (2 + 3 * rho + 3 * rho**2)) - 1) < 1e-6
    assert abs(a / (8 * s**3) - 1) < 1e-9
    return durations, rho, -np.expm1(-a), -np.expm1(-b)


cold_hot, hot_cold = two_step(680.0, 720.0), two_step(720.0, 680.0)

# Sparse spheres: same areal grain density as the discs, same half-time.
v_sparse = np.sqrt(np.log(2) / (np.pi * grains_B)) / t_half
n_sparse = fitted_exponent(film_spheres(t_fit, grains_B / h, v_sparse, h))
assert abs(n_sparse - 2) < 0.05

# Sizes of neglected effects, expressed through the fitted exponent.
film_A, film_B = film_spheres(t_fit, N, v, h), film_caps(t_fit, h)
r_start, lag, spread, ramp = 0.5, 5.0, 5.0, 10.0
n_start = fitted_exponent(ideal(t_fit + r_start / v))
n_lag = fitted_exponent(ideal(t_fit - lag))
offsets = ((np.arange(101) + 0.5) / 101 * 2 - 1) * spread
factors = arrhenius(E_v, T0 + offsets)
n_spread = fitted_exponent(ideal(t_fit[:, None] * factors).mean(axis=1))
lead = quad(lambda x: arrhenius(E_v, T0 - ramp * x), 0, 20)[0]
n_ramp = fitted_exponent(ideal(t_fit + lead))

print(f"Temperature: {T0 - zero_Celsius:.0f} C; film thickness: {h:.0f} nm")
print(f"Discs: J = {J*1e6:.3f} per um^2 per s; u = {u:.1f} nm/s")
print(f"Spheres: N = {N:.1e} per nm^3; matched v = {v:.4f} nm/s")
print(f"Speed ratio u/v: {u/v:.1f}")
print(f"Common k: {k:.5f} per s; k^3: {k**3:.4e} per s^3")
print(f"Times for X = 0.1, 0.5, 0.9: {time_at(0.1):.1f}, {t_half:.1f}, {time_at(0.9):.1f} s")
print("Time (s), X formula, X simulated spheres, X simulated discs:")
for t in (40.0, 70.0, 90.0, 110.0, 130.0):
    xa = fraction_from_arrivals(sphere_arrivals, t)
    xb = fraction_from_arrivals(disc_arrivals, t)
    print(f"  {t:.0f}  {ideal(t):.3f}  {xa:.3f}  {xb:.3f}")
print(f"Fitted exponent, simulated spheres: {n_A:.2f}; discs: {n_B:.2f}")
print(f"Sphere-model mean-volume grain diameter: {(6/(np.pi*N))**(1/3):.1f} nm")
print(f"Disc-model final grain density: {grains_B*1e6:.3f} per um^2")
print(f"Same density from simulation: {sim_grains*1e6:.3f} per um^2")
print(f"Disc-model mean-area grain diameter: {np.sqrt(4/(np.pi*grains_B)):.0f} nm")
print(f"Share of final disc grains born at X = 0.1: {share10:.3f}; at X = 0.5: {share50:.3f}")
print(f"Activation energies: E_v = {E_v}, E_J = {E_J}, E_u = {E_u} eV")
print(f"Varying-temperature test, all energies {E_v} eV:")
print(f"  X spheres = {-np.expm1(-same_A):.5f}; X discs = {-np.expm1(-same_B):.5f}")
print(f"Two-step anneals, reduced duration of each step: {s:.1f}")
for label, data in (("680 then 720 C", cold_hot), ("720 then 680 C", hot_cold)):
    d, rho, xa, xb = data
    print(f"  {label}: durations {d[0]:.1f}, {d[1]:.1f} s; rho = {rho:.3f}")
    print(f"    X spheres = {xa:.3f}; X discs = {xb:.3f}")
print(f"Sparse spherical nuclei in {h:.0f} nm film: speed {v_sparse:.2f} nm/s")
print(f"  fitted exponent: {n_sparse:.2f}")
print("Finite-film effects (fitted exponent; largest change of X):")
for label, x in (("spheres", film_A), ("discs begun as caps", film_B)):
    print(f"  {label}, {h:.0f} nm: {fitted_exponent(x):.3f}; {np.max(np.abs(x-ideal(t_fit))):.4f}")
print(f"  spheres, {thin:.0f} nm: {fitted_exponent(film_spheres(t_fit,N,v,thin)):.3f}")
print(f"  discs begun as caps, {thin:.0f} nm: {fitted_exponent(film_caps(t_fit,thin)):.3f}")
print("Other neglected effects (fitted exponent):")
print(f"  sphere starting radius {r_start:.1f} nm: {n_start:.3f}")
print(f"  incubation time {lag:.0f} s: {n_lag:.3f}")
print(f"  uniform temperature spread +/-{spread:.0f} K: {n_spread:.3f}")
print(f"  heating at {ramp:.0f} K/s, equivalent lead {lead:.2f} s: {n_ramp:.3f}")
print("tests ok")
```

It prints:

```
Temperature: 700 C; film thickness: 100 nm
Discs: J = 0.010 per um^2 per s; u = 10.0 nm/s
Spheres: N = 1.0e-04 per nm^3; matched v = 0.1357 nm/s
Speed ratio u/v: 73.7
Common k: 0.01015 per s; k^3: 1.0472e-06 per s^3
Times for X = 0.1, 0.5, 0.9: 46.5, 87.1, 130.0 s
Time (s), X formula, X simulated spheres, X simulated discs:
  40  0.065  0.064  0.066
  70  0.302  0.299  0.305
  90  0.534  0.532  0.536
  110  0.752  0.749  0.756
  130  0.900  0.900  0.902
Fitted exponent, simulated spheres: 3.01; discs: 3.00
Sphere-model mean-volume grain diameter: 26.7 nm
Disc-model final grain density: 0.879 per um^2
Same density from simulation: 0.885 per um^2
Disc-model mean-area grain diameter: 1203 nm
Share of final disc grains born at X = 0.1: 0.515; at X = 0.5: 0.848
Activation energies: E_v = 4.5, E_J = 6.5, E_u = 3.5 eV
Varying-temperature test, all energies 4.5 eV:
  X spheres = 0.99633; X discs = 0.99633
Two-step anneals, reduced duration of each step: 0.4
  680 then 720 C: durations 121.4, 13.4 s; rho = 0.612
    X spheres = 0.401; X discs = 0.272
  720 then 680 C: durations 13.4, 121.4 s; rho = 1.633
    X spheres = 0.401; X discs = 0.615
Sparse spherical nuclei in 100 nm film: speed 5.75 nm/s
  fitted exponent: 2.02
Finite-film effects (fitted exponent; largest change of X):
  spheres, 100 nm: 2.938; 0.0248
  discs begun as caps, 100 nm: 3.034; 0.0048
  spheres, 20 nm: 2.727
  discs begun as caps, 20 nm: 3.001
Other neglected effects (fitted exponent):
  sphere starting radius 0.5 nm: 2.861
  incubation time 5 s: 3.213
  uniform temperature spread +/-5 K: 2.799
  heating at 10 K/s, equivalent lead 1.75 s: 2.932
tests ok
```
